\section*{Second-order Keldysh theory and current conservation in a quantum dot}

\section{The argument under review}

Consider an imagined manuscript that computes the current through an interacting quantum dot between two biased leads. It evaluates the second-order self-energy with fixed propagators, inserts it in Dyson's equation, and argues as follows.

The Hamiltonian conserves charge, and so does every interaction vertex, and Dyson's equation is an identity. The resulting current is therefore taken to be conserved, which a check on a particle-hole symmetric dot with equal couplings appears to confirm. The current is then evaluated as the average of its left and right expressions.

The premises about the Hamiltonian, the vertices and Dyson's equation are correct. The conclusion does not follow, because the propagators inside the self-energy differ from the one that carries the current. I set out the calculation that the manuscript needs, and then return to its check and its average.

\section{Model and current}

Take $\hbar=k_B=1$. The dot has a level $\varepsilon_d$ for each spin and an interaction $Un_\uparrow n_\downarrow$. Each lead $\alpha=L,R$ has noninteracting states $c_k$, coupled to the dot by
\begin{equation}
H_T=\sum_{\alpha,k\in\alpha}V_k(d^\dagger c_k+c_k^\dagger d),
\end{equation}
with the spin index suppressed. The state is stationary and the same for both spins. I use
\begin{equation}
G^<(t)=i\langle d^\dagger(0)d(t)\rangle,\qquad
G^>(t)=-i\langle d(t)d^\dagger(0)\rangle,
\end{equation}
and $G^r(t)=\theta(t)[G^>(t)-G^<(t)]$, so that $G^r-G^a=G^>-G^<$ in frequency space.

Let $J_\alpha$ be the particle current per spin from lead $\alpha$ into the dot. From $\dot n_k=i[H,n_k]=iV_k(d^\dagger c_k-c_k^\dagger d)$,
\begin{equation}
J_\alpha=-\sum_{k\in\alpha}\langle\dot n_k\rangle
=\sum_{k\in\alpha}V_k\left[G^<_{dk}(0)-G^<_{kd}(0)\right],
\end{equation}
where $\langle d^\dagger c_k\rangle=-iG^<_{kd}(0)$ and $\langle c_k^\dagger d\rangle=-iG^<_{dk}(0)$. Since the leads are noninteracting, the mixed functions in frequency space are
\begin{align}
G^<_{dk}&=V_k(G^rg_k^<+G^<g_k^a),\\
G^<_{kd}&=V_k(g_k^rG^<+g_k^<G^a).
\end{align}
Subtract them and write $\Sigma_\alpha=\sum_{k\in\alpha}V_k^2g_k$. The result is $\Sigma_\alpha^<(G^r-G^a)-G^<(\Sigma_\alpha^r-\Sigma_\alpha^a)$. Replacing each retarded-minus-advanced difference by greater minus lesser cancels the two products $\Sigma_\alpha^<G^<$, leaving
\begin{equation}
J_\alpha=\int\frac{d\omega}{2\pi}\left[\Sigma_\alpha^<G^>-\Sigma_\alpha^>G^<\right].
\label{current}
\end{equation}
In the wide-band limit $\Sigma_\alpha^<=i\Gamma_\alpha f_\alpha$ and $\Sigma_\alpha^>=-i\Gamma_\alpha(1-f_\alpha)$, with $f_\alpha$ the Fermi function of lead $\alpha$. Let $\Gamma=\Gamma_L+\Gamma_R$ and $\Sigma_0=\Sigma_L+\Sigma_R$.

The interaction commutes with the dot occupation of each spin. Hence $\langle\dot n_d\rangle=J_L+J_R$ in the exact theory, and this sum must vanish in a steady state.

\section{The approximation}

Let $n_0$ be the Hartree occupation per spin and $\delta n_\sigma=n_\sigma-n_0$. Up to a constant,
\begin{equation}
Un_\uparrow n_\downarrow=Un_0(n_\uparrow+n_\downarrow)+U\delta n_\uparrow\delta n_\downarrow .
\end{equation}
The first term moves the level to $\varepsilon_0=\varepsilon_d+Un_0$. The reference propagator $g$ contains this level and the leads, so
\begin{equation}
g^r=\frac{1}{\omega-\varepsilon_0+i\Gamma/2},\qquad
g^\gtrless=|g^r|^2\Sigma_0^\gtrless .
\label{reference}
\end{equation}
The remaining interaction adds $U\xi_\sigma$ to the equation of motion $i\dot d_\sigma$, where $\xi_\sigma=d_\sigma\delta n_{\bar\sigma}$. Using that equation at both time arguments of $G$ gives, at second order, a self-energy equal to the correlation function of $U\xi_\sigma$ in the reference state. Wick's theorem then yields
\begin{align}
\Sigma_2^>(t)&=-iU^2\langle d_\sigma(t)d_\sigma^\dagger(0)\rangle
\langle\delta n_{\bar\sigma}(t)\delta n_{\bar\sigma}(0)\rangle\nonumber\\
&=-iU^2[ig^>(t)][ig^>(t)][-ig^<(-t)]\nonumber\\
&=U^2g^>(t)^2g^<(-t).
\end{align}
Here the density correlation is $\langle d^\dagger(t)d(0)\rangle\langle d(t)d^\dagger(0)\rangle$. The same contraction in the other operator order gives
\begin{equation}
\Sigma_2^<(t)=U^2g^<(t)^2g^>(-t),
\label{sigma}
\end{equation}
and $\Sigma_2^r(t)=\theta(t)[\Sigma_2^>(t)-\Sigma_2^<(t)]$. There is also a static term $U(\langle n\rangle-n_0)$. It starts at order $U^3$, because no first-order self-energy remains to change $n$ at order $U$, and the scheme omits it.

The manuscript's scheme is thus
\begin{equation}
G^r=\frac{1}{(g^r)^{-1}-\Sigma_2^r},\qquad
G^\gtrless=|G^r|^2(\Sigma_0^\gtrless+\Sigma_2^\gtrless).
\label{dyson}
\end{equation}

\section{Where the missing current goes}

With $S=\Sigma_0+\Sigma_2$, equation (\ref{dyson}) gives at each frequency
\begin{equation}
S^<G^>-S^>G^<=|G^r|^2(S^<S^>-S^>S^<)=0 .
\end{equation}
Split $S$ into its lead and interaction parts and use (\ref{current}):
\begin{equation}
J_L+J_R=-\int\frac{d\omega}{2\pi}
\left[\Sigma_2^<G^>-\Sigma_2^>G^<\right].
\label{collision}
\end{equation}
The right-hand integral, without its minus sign, has the form of a current from a third terminal. Interactions may move electrons between energies, so its integrand need not vanish. Its integral should vanish, since interactions do not create electrons.

Does it vanish here? Insert $G^\gtrless$ from (\ref{dyson}). The products of two $\Sigma_2$ factors cancel, leaving
\begin{align}
\Sigma_2^<G^>-\Sigma_2^>G^<
&=|G^r|^2(\Sigma_2^<\Sigma_0^>-\Sigma_2^>\Sigma_0^<)\nonumber\\
&=wK,
\end{align}
where (\ref{reference}) has been used to replace $\Sigma_0^\gtrless$ by $g^\gtrless/|g^r|^2$, and
\begin{equation}
w=\left|\frac{G^r}{g^r}\right|^2,\qquad
K=\Sigma_2^<g^>-\Sigma_2^>g^< .
\end{equation}
The integral of $K$ follows from $\int d\omega\,A(\omega)B(\omega)/2\pi=\int dt\,A(t)B(-t)$:
\begin{equation}
\int\frac{d\omega}{2\pi}K=U^2\int dt
\left[g^<(t)^2g^>(-t)^2-g^>(t)^2g^<(-t)^2\right]=0 .
\label{balance}
\end{equation}
The substitution $t\to-t$ turns the second term into the first. Therefore
\begin{equation}
J_L+J_R=-\int\frac{d\omega}{2\pi}(w-1)K .
\label{defect}
\end{equation}
The scattering described by $\Sigma_2[g]$ balances when weighted with $g$. The current weights it with $G$, which changes the contribution of each energy by the factor $w$. Nothing in the scheme makes the weighted gains and losses cancel.

\section{What Dyson's equation resums}

The phrase ``second-order perturbation theory'' covers two different calculations. From (\ref{dyson}), $w=|1-g^r\Sigma_2^r|^{-2}$, so
\begin{equation}
w-1=2\,\mathrm{Re}(g^r\Sigma_2^r)+O(U^4).
\end{equation}
Since $K$ is of order $U^2$, the imbalance at fixed $\varepsilon_0$ starts at order $U^4$:
\begin{equation}
J_L+J_R=-\int\frac{d\omega}{2\pi}\,
2\,\mathrm{Re}(g^r\Sigma_2^r)K+O(U^6).
\label{fourth}
\end{equation}

If $G$ itself is truncated at second order, expansion of (\ref{dyson}) gives
\begin{equation}
G_{(2)}^\gtrless=g^\gtrless\left[1+2\,\mathrm{Re}(g^r\Sigma_2^r)\right]
+|g^r|^2\Sigma_2^\gtrless .
\end{equation}
In the sum of the currents, the first term contributes a multiple of $\Sigma_0^<g^>-\Sigma_0^>g^<$, which is zero by (\ref{reference}). The second contributes
\begin{equation}
|g^r|^2(\Sigma_0^<\Sigma_2^>-\Sigma_0^>\Sigma_2^<)
=g^<\Sigma_2^>-g^>\Sigma_2^<=-K,
\end{equation}
whose integral vanishes. The strict expansion conserves current at this order. Dyson's equation adds some fourth-order terms, namely repeated insertions of $\Sigma_2$, without the fourth-order self-energy diagrams needed to balance them. The identity cited in the manuscript holds for the exact self-energy. It does not make a partial sum conserving.

\section{Why the manuscript's check succeeds}

The check was made where a symmetry forces the integral in (\ref{defect}) to vanish. Let $\varepsilon_d=-U/2$, $\Gamma_L=\Gamma_R$ and $\mu_L=-\mu_R$, with equal lead temperatures. Then $n_0=1/2$ and $\varepsilon_0=0$. Because $f_L(-\omega)=1-f_R(\omega)$, equation (\ref{reference}) gives $g^>(\omega)=-g^<(-\omega)$, or $g^>(t)=-g^<(-t)$. Substitution in the self-energy gives
\begin{equation}
\Sigma_2^>(t)=U^2g^<(-t)^2[-g^>(t)]=-\Sigma_2^<(-t),
\end{equation}
and hence $\Sigma_2^>(\omega)=-\Sigma_2^<(-\omega)$. It follows that
\begin{align}
K(-\omega)&=\Sigma_2^<(-\omega)g^>(-\omega)-\Sigma_2^>(-\omega)g^<(-\omega)\nonumber\\
&=\Sigma_2^>(\omega)g^<(\omega)-\Sigma_2^<(\omega)g^>(\omega)=-K(\omega).
\end{align}
To find the parity of $w$, combine the symmetry with $\Sigma_2^<(-t)=-[\Sigma_2^<(t)]^*$. This gives $\Sigma_2^>(t)=[\Sigma_2^<(t)]^*$, so $\Sigma_2^r(t)$ is purely imaginary and $\Sigma_2^r(-\omega)=-[\Sigma_2^r(\omega)]^*$. The reference $g^r$ obeys the same relation. The product $g^r\Sigma_2^r$ therefore becomes its complex conjugate under $\omega\to-\omega$, and $w$ is even. An even weight times an odd $K$ integrates to zero.

This symmetry exchanges the leads as well as particles and holes. A symmetric bare level with unequal couplings is not protected at finite bias.

Equilibrium is a second protected case. There $g^<(\omega)=-e^{-(\omega-\mu)/T}g^>(\omega)$. In frequency space, $\Sigma_2^<$ contains $g^<(\omega_1)g^<(\omega_2)g^>(\omega_3)$ with $\omega=\omega_1+\omega_2-\omega_3$. The three exponential factors combine to give $\Sigma_2^<=-e^{-(\omega-\mu)/T}\Sigma_2^>$, and $K$ vanishes at every frequency.

The linear response is protected too. At fixed $T>0$, the distribution entering $g$ is
\begin{equation}
\sum_\alpha\frac{\Gamma_\alpha}{\Gamma}f(\omega-\mu_\alpha)
=f(\omega-\bar\mu)+O(V^2),\qquad
\bar\mu=\sum_\alpha\frac{\Gamma_\alpha}{\Gamma}\mu_\alpha,
\end{equation}
where $\mu_L=-\mu_R=V/2$. To first order this is an equilibrium distribution, so $K=O(V^2)$. A check of the linear conductance would miss the fault as well.

\section{The self-consistent remedy}

Now build the self-energy from $G$ itself. On the Keldysh contour it follows from the functional
\begin{equation}
\Phi_2=\frac{U^2}{2}\int d1\,d2\;
G_\uparrow(1,2)G_\uparrow(2,1)G_\downarrow(1,2)G_\downarrow(2,1),
\end{equation}
through $\Sigma_\sigma(1,2)=\delta\Phi_2/\delta G_\sigma(2,1)$. The two $G_\uparrow$ factors contribute equally, which removes the $1/2$ and gives (\ref{sigma}) with $g$ replaced by $G$. A self-energy obtained in this way from a functional of the full $G$ is called $\Phi$-derivable.

Change the phase of one spin by $\lambda(1)$, so that $\delta G(2,1)=i[\lambda(2)-\lambda(1)]G(2,1)$. The phases cancel in $\Phi_2$. Since $\lambda$ is arbitrary, $\delta\Phi_2=0$ requires at each point
\begin{equation}
\int d2\left[\Sigma(1,2)G(2,1)-G(1,2)\Sigma(2,1)\right]=0 .
\end{equation}
In a steady state the equal-time lesser component of this expression is
\begin{align}
0&=\int\frac{d\omega}{2\pi}
\left[G^<(\Sigma^r-\Sigma^a)-\Sigma^<(G^r-G^a)\right]\nonumber\\
&=\int\frac{d\omega}{2\pi}\left[\Sigma^>G^<-\Sigma^<G^>\right].
\end{align}
By (\ref{collision}), $J_L+J_R=0$ for any level and couplings. The Hartree term is real and instantaneous, and it drops out of this balance.

For $\Sigma_2[g]$ the same phase argument gives the identity with $g$ in both places, which is (\ref{balance}). That is the precise sense in which the loss of $\Phi$-derivability matters: it removes the guarantee for $G$. It does not force a violation, as the protected cases show.

\section{Size of the effect}

Consider a model dot with $U=3\Gamma$, $\varepsilon_0=0.5\Gamma$, $\Gamma_L=\Gamma_R=0.5\Gamma$, $\mu_L=-\mu_R=\Gamma$ and $T=0.1\Gamma$. The Hartree occupation is $n_0=0.4218$, so the bare level is $\varepsilon_d=(0.5-3\times0.4218)\Gamma=-0.765\Gamma$. Currents below are per spin in units of $\Gamma/\hbar$. The manuscript's scheme gives
\begin{equation}
J_L=0.0848,\qquad J_R=-0.1098,\qquad J_L+J_R=-0.0250 .
\end{equation}
More electrons leave to the right than enter from the left. The imbalance is $0.0250/0.0973=26\%$ of the mean current $(J_L-J_R)/2$. For $\Gamma=1$ meV and both spins, 41.3 nA enters and 53.4 nA leaves, counting electron flow times the elementary charge.

The strict expansion conserves current, with $J_L=0.0638$. At $U=0$ and the same $\varepsilon_0$ the current is 0.1590, so the second-order correction is $-0.0953$, or 60\% of the starting value. Conservation does not make this expansion reliable at $U=3\Gamma$. The self-consistent scheme at the same $\varepsilon_d$ gives 0.1208. It is conserving but still approximate, since it omits higher skeleton diagrams.

Reducing $U$ at fixed $\varepsilon_0$ changes the imbalance from $-0.0157$ at $U=2\Gamma$ to $-0.0024$ at $\Gamma$ and $-0.0002$ at $0.5\Gamma$. The coefficient from (\ref{fourth}) is $-3.49\times10^{-3}$ in these units. It predicts $-0.0035$ at $U=\Gamma$, already larger in magnitude than the computed value, and $-0.28$ at $3\Gamma$, where the leading term is useless. In a test at $U=0.05\Gamma$ it agrees with the full scheme to within 2\%. The bias law was also tested, with couplings $0.8\Gamma$ and $0.2\Gamma$ at $T=0.5\Gamma$: with $U$ and $\varepsilon_0$ as above, doubling the bias from $V=0.03\Gamma$ to $0.06\Gamma$ gives a power of 2.04. At $T=0.1\Gamma$ the same doubling gives 2.7. There is still no linear term, but the quadratic term dominates only at smaller bias.

Moving the Hartree level, with $\varepsilon_d$ adjusted accordingly, gives an imbalance of $-0.0172$ at $\varepsilon_0=\Gamma$ and $+0.0039$ at $1.5\Gamma$. By continuity it passes through zero between them, at a point not protected by the symmetry above. Agreement of the two currents at one setting is therefore weak evidence for a conserving scheme.

The role of the couplings is visible at $\varepsilon_d=-U/2=-1.5\Gamma$ with $\Gamma_L=0.8\Gamma$ and $\Gamma_R=0.2\Gamma$. The bias then fills the dot beyond one half and gives $\varepsilon_0=0.409\Gamma$. The currents are $J_L=0.0409$ and $J_R=-0.0672$, an imbalance of 49\% of their mean magnitude, although the bare dot level is particle-hole symmetric. Here the unequal couplings act partly through the shifted Hartree level: equal couplings at the same $\varepsilon_0$ give an imbalance of $-0.0220$, against $-0.0263$ in this case. They also act directly, since with $\varepsilon_0$ held at zero the unequal couplings give $-0.0127$.

\section{The averaged current}

The manuscript's last step cannot repair the calculation. With $A=i(G^>-G^<)$, equation (\ref{current}) becomes
\begin{equation}
J_\alpha=\Gamma_\alpha\int\frac{d\omega}{2\pi}\left[f_\alpha A+iG^<\right].
\end{equation}
The combination that eliminates $G^<$ is
\begin{equation}
\frac{\Gamma_RJ_L-\Gamma_LJ_R}{\Gamma}
=\frac{\Gamma_L\Gamma_R}{\Gamma}\int\frac{d\omega}{2\pi}(f_L-f_R)A .
\end{equation}
It equals the current through either junction if $J_R=-J_L$. That condition is an input to the formula, so a single number obtained from it cannot test conservation. For equal couplings it is the manuscript's average, here 0.0973. Any average of $J_L$ and $-J_R$ with nonnegative weights lies between 0.0848 and 0.1098, whereas the self-consistent current is 0.1208. Averaging hides the imbalance and does not reproduce the self-consistent result. The size of that gap is not a measure of the conservation fault. At the symmetric point $\varepsilon_0=0$, where all three schemes conserve current, they still give 0.0930 (fixed propagators), 0.0790 (strict expansion) and 0.1256 (self-consistent). Conservation alone does not decide which value is closest to the exact current.

\section{Requested changes}

The claim of general conservation should be withdrawn. The authors should report $J_L$ and $J_R$ separately at finite bias, away from the combined symmetry, and at more than one level position. If they need a conserving current at finite $U$, they should iterate the Hartree and second-order self-energies with the full $G$. If they prefer the strict expansion, they should truncate $G$ consistently and show that the second-order correction is small. The numerical output gives the values for all three schemes.

\section*{Computed results}
\begin{verbatim}
Energies in Gamma; J per spin, into dot, in Gamma/hbar
U = 3.00, Hartree level e0 = 0.50, T = 0.10
GL = 0.50, GR = 0.50, muL = 1.00, muR = -1.00
Hartree occupation per spin n0 = 0.42183
bare level ed = -0.76548
U=0 at same e0: J_L = 0.159047, J_R = -0.159047
discrete-lead time evolution, U=0: J_L = 0.159731
exact-diagonalization relative error = 2.2e-06
Fixed propagators + Dyson:
  J_L = 0.084763, J_R = -0.109770
  J_L+J_R = -0.025007
  symmetrized (J_L-J_R)/2 = 0.097266
  (J_L+J_R)/symmetrized = -25.710 %
  integral of K/(2 pi) = 0.0e+00 Gamma/hbar
Strict order U^2: J_L = 0.063778, J_R = -0.063778
  J_L+J_R = 0.0e+00
Self-consistent, same ed: J_L = 0.120789, J_R = -0.120789
  J_L+J_R = -2.8e-11, n = 0.41755, steps = 72
Small-U power = 3.9956
(J_L+J_R)/U^4 coefficient = -3.4903e-03 Gamma^-3/hbar
Small-bias power (GL=0.8, GR=0.2, T=0.5) = 2.0365
Equilibrium: J_L+J_R = 2.5e-10
Level scan at U = 3: e0, J_L, J_R, J_L+J_R
  -0.50 0.109770 -0.084763 0.025007
   0.00 0.093047 -0.093047 0.000000
   0.25 0.086831 -0.101500 -0.014669
   0.50 0.084763 -0.109770 -0.025007
   1.00 0.095880 -0.113081 -0.017202
   1.50 0.077840 -0.073945 0.003895
Interaction scan at e0 = 0.5: U, J_L, J_R, J_L+J_R
   0.50 0.156346 -0.156544 -0.000198
   1.00 0.147943 -0.150343 -0.002400
   2.00 0.117768 -0.133463 -0.015695
   3.00 0.084763 -0.109770 -0.025007
ed = -U/2, GL = 0.8, GR = 0.2: e0 = 0.40892
  J_L = 0.040912, J_R = -0.067220
  J_L+J_R = -0.026308
  self-consistent: J_L = 0.078965, J_R = -0.078965
For Gamma = 1 meV: e Gamma/hbar = 243.413 nA
  both spins, left current in = 41.265 nA
  both spins, right current out = 53.439 nA
  difference = -12.174 nA
\end{verbatim}
